# Slater-integral ratios and Racah parameters for hydrogenic 3d and 4f shells

## Problem

Two electrons occupy the same $nl$ shell. They share a hydrogenic radial function $P(r)=rR(r)$ with effective charge $Z$, and the Slater integrals are

$$F^k=\int_0^\infty\!\!dr\int_0^\infty\!\!ds\,\frac{r_<^k}{r_>^{k+1}}P(r)^2P(s)^2 ,$$

where $r_<$ and $r_>$ are the smaller and larger of $r$ and $s$. Hartree atomic units are used.

(a) For $n=l+1$, derive a closed formula for $F^k$. Show that $F^4/F^2=15/23\approx0.652$ for 3d, and find $F^4/F^2$ and $F^6/F^2$ for 4f.

(b) Find the term energies of $d^2$ and show that the Racah parameters obey $C/B=175/44$, which is 3.97 when cut after two decimals and 3.98 when rounded.

(c) With the reduced parameters $F_k=F^k/D_k$ defined below, show that $F_4/F_2=41/297$ and $F_6/F_2=175/11583$ for 4f.

(d) Evaluate the 3d case for $Z=6$ and the 4f case for $Z=12$. Discuss what the ratios depend on.

Only the Coulomb repulsion within one configuration is kept. Spin–orbit coupling, configuration mixing and orbital relaxation are left out.

## Solution

### (a) Radial integrals

Try $P\propto r^n e^{-Zr/n}$. Since $P'/P=n/r-Z/n$,

$$\frac{P''}{P}=\Big(\frac nr-\frac Zn\Big)^2-\frac n{r^2}=\frac{n(n-1)}{r^2}-\frac{2Z}{r}+\frac{Z^2}{n^2}.$$

For $n=l+1$ the first numerator is $l(l+1)$. The function therefore solves the radial equation with energy $-Z^2/(2n^2)$. With $m=2l+2$ and $a=2Z/(l+1)$, the normalized density is

$$P(r)^2=\frac{a^{m+1}}{m!}\,r^m e^{-ar}.$$

The regions $s<r$ and $s>r$ contribute equally, because exchanging the names $r$ and $s$ maps one onto the other. Take twice the first and put $s=rt$, so that $(s^k/r^{k+1})\,ds=t^k\,dt$:

$$F^k=\frac{2a^{2m+2}}{(m!)^2}\int_0^1\!dt\,t^{m+k}\int_0^\infty\!dr\,r^{2m}e^{-ar(1+t)}
=\frac{2a(2m)!}{(m!)^2}\int_0^1\frac{t^{m+k}\,dt}{(1+t)^{2m+1}} .$$

Now let $u=t/(1+t)$. Then $t=u/(1-u)$, $1+t=1/(1-u)$ and $dt=du/(1-u)^2$, and the last integral becomes

$$I(p,q)=\int_0^{1/2}u^p(1-u)^q\,du,\qquad p=m+k,\quad q=m-k-1 .$$

Here $p+q+1=2m$. One integration by parts gives

$$I(p,q)=\frac{2^{-2m}}{p+1}+\frac{q}{p+1}\,I(p+1,q-1).$$

The sum $p+q$ is unchanged, so each boundary term carries the same power of 2. Repeating until the second exponent is zero,

$$I(p,q)=2^{-2m}\sum_{i=0}^{q}\frac{p!\,q!}{(p+1+i)!\,(q-i)!}
=\frac{p!\,q!}{2^{2m}(2m)!}\,S_k,\qquad S_k=\sum_{j=m+k+1}^{2m}\binom{2m}{j},$$

where $j=p+1+i$ and hence $q-i=2m-j$. Therefore

$$F^k=\frac{2a\,(m+k)!\,(m-k-1)!}{(m!)^2\,2^{2m}}\,S_k .$$

The needed values $k\le 2l$ satisfy $m-k-1\ge1$. The charge enters through the prefactor $a$ alone, so it cancels from every ratio.

For 3d, $m=6$, $S_2=220+66+12+1=299$ and $S_4=12+1=13$. Thus

$$\frac{F^4}{F^2}=\frac{10!\,1!}{8!\,3!}\,\frac{13}{299}=15\cdot\frac1{23}=\frac{15}{23}.$$

For 4f, $m=8$. The sums are $S_2=4368+1820+560+120+16+1=6885$, $S_4=560+120+16+1=697$ and $S_6=16+1=17$. Since $6885=17\cdot405$ and $697=17\cdot41$,

$$\frac{F^4}{F^2}=\frac{12!\,3!}{10!\,5!}\,\frac{41}{405}=\frac{33}{5}\cdot\frac{41}{405}=\frac{451}{675},\qquad
\frac{F^6}{F^2}=\frac{14!\,1!}{10!\,5!}\,\frac1{405}=\frac{1001}{5}\cdot\frac1{405}=\frac{1001}{2025}.$$

### (b) Angular factors and the $d^2$ terms

Expand the repulsion as $1/r_{12}=\sum_k (r_<^k/r_>^{k+1})P_k(\cos\omega)$, where $\omega$ is the angle between the two position vectors. In a diagonal element between product states $|m_1m_2\rangle$ the densities are independent of azimuth, so $P_k(\cos\omega)$ may be averaged about the $z$ axis. As a function of the first direction, the average is an axially symmetric harmonic of degree $k$, hence a multiple of $P_k(\cos\theta_1)$. Setting $\theta_1=0$ fixes the multiple as $P_k(\cos\theta_2)$. The element is therefore $c^k(m_1)c^k(m_2)$, with

$$c^k(m)=\langle lm|P_k(\cos\theta)|lm\rangle=c^k(-m).$$

Let $x=\cos\theta$, and let $\mu_j$ be the mean of $x^{2j}$ with weight $(1-x^2)^s$ on $[-1,1]$. Integrating the derivative of $x^{2j-1}(1-x^2)^{s+1}$ gives zero, so $(2j-1)(\mu_{j-1}-\mu_j)=2(s+1)\mu_j$, or

$$\mu_j=\frac{2j-1}{2s+2j+1}\,\mu_{j-1},\qquad \mu_0=1 .$$

For $l=2$, $m=2$ the density is proportional to $(1-x^2)^2$, so $\langle x^2\rangle=1/7$ and $\langle x^4\rangle=1/21$. For $m=1$ it is proportional to $x^2(1-x^2)$. With $s=1$, $\langle x^2\rangle=\mu_2/\mu_1=3/7$ and $\langle x^4\rangle=\mu_3/\mu_1=5/21$. Insert these into $P_2=(3x^2-1)/2$ and $P_4=(35x^4-30x^2+3)/8$. The case $m=0$ follows from $\sum_m c^k(m)=0$ for $k>0$, because $\sum_m|Y_{lm}|^2$ is constant over the sphere. For $m=0,1,2$ the results are

$$c^2=\tfrac17(2,1,-2),\qquad c^4=\tfrac1{21}(6,-4,1).$$

Let $u_k$ be the largest positive rational number of which all $c^k(m)$ are integer multiples, and define $D_k=1/u_k^2$. Here $D_2=49$ and $D_4=441$; also $F_0=F^0$.

The product space contains each $L=0,\dots,2l$ once. The repulsion is a rotational scalar, so its energy in a given $L$ does not depend on $M$. If $T_k(M)$ is the sum of $c^k(m_1)c^k(m_2)/u_k^2$ over $m_1+m_2=M$, the coefficient of $F_k$ in the energy of term $L$ is

$$T_k(L)-T_k(L+1).$$

Going from $M=L+1$ to $M=L$ adds one state. Its exchange symmetry follows from a count. At fixed $M$, each pair $(m_1,m_2)$, $(m_2,m_1)$ with $m_1\ne m_2$ gives one symmetric and one antisymmetric combination. The state with $m_1=m_2=M/2$ exists only for even $M$ and is symmetric. The number of symmetric states minus the number of antisymmetric states is therefore 1 for even $M$ and 0 for odd $M$. The total lowering operator is symmetric in the two electrons, so the states carried down from $M=L+1$ keep their symmetry. The added state must then raise this difference by one for even $L$ and lower it by one for odd $L$: it is symmetric under exchange for even $L$ and antisymmetric for odd $L$. The Pauli principle then makes even $L$ singlets and odd $L$ triplets.

For $M=4,3,2,1,0$ the sums are $T_2=4,-4,-7,0,14$ and $T_4=1,-8,28,-56,70$. For instance, $T_2(2)=2(-2)(2)+1^2=-7$. The differences give

$$\begin{aligned}
E(^1G)&=F_0+4F_2+F_4, & E(^3F)&=F_0-8F_2-9F_4,\\
E(^1D)&=F_0-3F_2+36F_4, & E(^3P)&=F_0+7F_2-84F_4,\\
E(^1S)&=F_0+14F_2+126F_4.
\end{aligned}$$

The Racah parameters are $A=F_0-49F_4$, $B=F_2-5F_4$ and $C=35F_4$. Substituting $F_4=C/35$, $F_2=B+C/7$ and $F_0=A+7C/5$ gives

$$\begin{aligned}
E(^3F)&=A-8B, & E(^3P)&=A+7B, & E(^1G)&=A+4B+2C,\\
E(^1D)&=A-3B+2C, & E(^1S)&=A+14B+7C.
\end{aligned}$$

With $\rho=F^4/F^2$, multiplying numerator and denominator by 441 yields

$$\frac CB=\frac{35F^4/441}{F^2/49-5F^4/441}=\frac{35\rho}{9-5\rho}.$$

For $\rho=15/23$ this is $525/(207-75)=525/132=175/44\approx3.977$.

### (c) Reduced parameters for 4f

For $l=3$ the densities for $m=3,2,1$ are proportional to $(1-x^2)^3$, $x^2(1-x^2)^2$ and $(1-x^2)(5x^2-1)^2$. The recursion for $\mu_j$ gives the moments $(\langle x^2\rangle,\langle x^4\rangle,\langle x^6\rangle)$:

$$m=3:\Big(\tfrac19,\tfrac1{33},\tfrac5{429}\Big),\quad
m=2:\Big(\tfrac13,\tfrac5{33},\tfrac{35}{429}\Big),\quad
m=1:\Big(\tfrac7{15},\tfrac{53}{165},\tfrac{101}{429}\Big).$$

Insert them into $P_2$, $P_4$ and $P_6=(231x^6-315x^4+105x^2-5)/16$, and obtain $m=0$ from the zero sum. For $m=0,1,2,3$,

$$c^2=\tfrac1{15}(4,3,0,-5),\quad c^4=\tfrac1{33}(6,1,-7,3),\quad c^6=\tfrac5{429}(20,-15,6,-1).$$

Hence $D_2=225$, $D_4=1089$ and $D_6=(429/5)^2=184041/25$, and

$$\frac{F_4}{F_2}=\frac{451}{675}\cdot\frac{225}{1089}=\frac{451}{3267}=\frac{41}{297}\approx0.1380,$$

$$\frac{F_6}{F_2}=\frac{1001}{2025}\cdot\frac{225\cdot25}{184041}=\frac{25025}{1656369}=\frac{175}{11583}\approx0.01511 .$$

The position of the index matters. The integral $F^6$ is about half of $F^2$; the small value of $F_6/F_2$ comes mostly from the large divisor $D_6$.

### (d) Numbers, limits and validity

For 3d with $Z=6$, $a=4$ and

$$F^2=8\cdot\frac{8!\,3!}{(6!)^2}\cdot\frac{299}{4096}=0.27253,\qquad
F^4=8\cdot\frac{10!\,1!}{(6!)^2}\cdot\frac{13}{4096}=0.17773$$

hartree. Division by 49 and 441 gives $F_2=0.0055618$ and $F_4=0.0004030$ hartree. Then $B=F_2-5F_4=0.003547$ hartree $=0.0965$ eV, and $C=35F_4=0.01411$ hartree $=0.384$ eV. The term energies relative to $F^0$, in hartree, are

$$^3F:-0.0481,\quad {}^1D:-0.0022,\quad {}^3P:+0.0051,\quad {}^1G:+0.0227,\quad {}^1S:+0.1286 .$$

The order of the second and third terms is set by $E(^3P)-E(^1D)=10B-2C$, which is positive as long as $C/B<5$, that is $\rho<3/4$.

For 4f with $Z=12$, the formula of part (a) and the divisors $D_k$ give $F_2=0.0015008$, $F_4=0.0002072$ and $F_6=0.0000227$ hartree. The trace rule gives for the $^3H$ term of $f^2$ ($L=5$) the coefficients $0-25=-25$, $-42-9=-51$ and $-12-1=-13$, so

$$E(^3H)-F^0=-25F_2-51F_4-13F_6=-0.0484\ \text{hartree}.$$

For $^3F$ ($L=3$) they are $-40-(-30)=-10$, $22-55=-33$ and $-220-66=-286$, which gives $-0.0283$ hartree. The $F_6$ contribution to this term is $-0.0065$ hartree, close to the $F_4$ contribution of $-0.0068$ hartree. A small $F_6$ is therefore not negligible when its coefficient is large.

A limiting case shows how radial shape enters. For any $P$ whose integrals $F^k$ are finite, $(r_</r_>)^2\le1$ makes $F^4<F^2$, so $\rho<1$ and $C/B<35/4$. This bound is approached when the density shrinks to a thin shell, where $r_</r_>\to1$ and all $F^k$ become equal. In the same limit the f ratios tend to $F_4/F_2=225/1089\approx0.207$ and $F_6/F_2=5625/184041\approx0.0306$. The hydrogenic values lie below these limits because the density has a finite radial width.

The ratios are thus independent of $Z$, but they are not properties of every d or f shell. Numerical quadrature of the defining double integral with the hydrogenic 4d function, which has one radial node, gives $\rho=0.685$ and hence $C/B=35(0.685)/[9-5(0.685)]\approx4.30$. The 5f function, also with one node, gives $F_4/F_2=0.142$ and $F_6/F_2=0.0161$. In a real atom, screening changes the orbital shape and configuration mixing changes the term energies, so parameters fitted to a spectrum need not follow the 3d and 4f ratios found here.

All numerical values are calculated from the stated model.
